Why the Critical Amorphization Temperature Rises with Ion Flux

Suppose an implantation recipe fixes the ion, its energy, the wafer temperature and the total fluence, and the recipe is then moved to a machine with a stronger beam. If flux is treated as a mere matter of speed, the wafer should come out the same. In the model solved below it does not. At 390.5 K and a fluence of 10¹⁴ cm⁻², a flux of 10¹¹ cm⁻² s⁻¹ leaves 8% of the material amorphous, and a flux of 10¹³ cm⁻² s⁻¹ leaves 96%. A critical temperature quoted without its flux is therefore incomplete. It is incomplete without its fluence too.

**The race at one point**

Each ion produces a collision cascade that damages an area σ of the layer. With a constant, uniform flux φ, a given point is hit at random times at the mean rate

g = σφ.

The first hit leaves the point damaged but not yet amorphous. This damage heals at the rate

k(T) = ν exp(−E/k_BT),

where E is the healing barrier and ν a constant prefactor. If another cascade strikes while the damage is alive, the point becomes amorphous and stays so. The area σ is taken as independent of temperature, and T is the true temperature of the wafer.

A point thus escapes amorphization if every gap between successive hits is longer than the lifetime of the damage left by the earlier hit. At fixed fluence the mean number of hits,

x = σΦ,

does not depend on flux. A lower flux stretches the gaps in time but leaves the lifetimes alone, so more damage heals before it is struck again. Raising the temperature shortens the lifetimes and has the same effect. A higher temperature can therefore offset a higher flux, and this is why the critical temperature rises with flux.

The gap t has probability density g exp(−gt), and damage survives it with probability exp(−kt). The chance that the next hit finds live damage is therefore

∫₀^∞ g exp(−gt) exp(−kt) dt = g/(g + k) = 1/(1 + r), with r = k/g.

**The amorphous fraction**

Let p₀ be the undamaged fraction and p₁ the fraction carrying live damage. Hits move material from p₀ to p₁ and from p₁ to the amorphous state; healing returns it from p₁ to p₀:

dp₀/dt = −g p₀ + k p₁
dp₁/dt = g p₀ − (k + g) p₁.

Since the flux is constant, the running number of hits is gt. Using it as the variable x and dividing both equations by g gives

p₀′ = −p₀ + r p₁
p₁′ = p₀ − (1 + r) p₁.

The fraction not amorphous is S = p₀ + p₁. Live damage counts as crystalline here because it heals after the beam is switched off. Adding the equations gives S′ = −p₁, so p₁ = −S′ and p₀ = S + S′. The second equation then reads

−S″ = S + S′ + (1 + r)S′, or S″ + (2 + r)S′ + S = 0.

The layer starts undamaged, so S(0) = 1 and S′(0) = 0. A trial solution exp(−sx) requires s² − (2 + r)s + 1 = 0. The two roots have product 1 and may be called s and 1/s, with 0 < s < 1 and

s + 1/s = 2 + r.

Write S = A exp(−sx) + B exp(−x/s). The starting conditions give A + B = 1 and sA + B/s = 0. Hence B = −s²A and A = 1/(1 − s²), so that

S = [exp(−sx) − s² exp(−x/s)]/(1 − s²).

The mean fluence at which a point turns amorphous follows by integrating S over x and dividing by σ:

(1/σ)(1/s − s³)/(1 − s²) = (1/σ)(1 + s²)/s = (2 + r)/σ.

Two hits are the least that can do it; the term r is the price of healing.

As a spatial check, cascades were thrown as random discs onto a plane, each disc with one random damage lifetime. At 390.5 K, one run at 10¹² cm⁻² s⁻¹ gave an amorphous fraction of 0.484, against 0.500 from the formula. A run at one third of that flux gave 0.224, against 0.225. The sampling error of each run is between 0.01 and 0.02, so both agree with the formula, and the closer match of the second is chance.

**From a fraction to a critical temperature**

Define T_c as the temperature at which half the material is amorphous at the given fluence. The condition S(x, r) = 1/2 fixes a critical ratio r_c that depends on x alone. By the gap argument, S increases with r. It starts from (1 + x)exp(−x) at r = 0, where the two roots merge, and approaches 1 as r grows. One positive solution therefore exists if (1 + x)exp(−x) < 1/2, which means x > 1.68. Below that fluence, half the layer cannot become amorphous even without healing.

For large x the root s is small, and S = 1/2 reduces to exp(−sx) ≈ 1/2. Then s ≈ ln 2/x, and from r = s + 1/s − 2,

r_c ≈ x/ln 2 − 2,

with an error that vanishes as x grows.

Setting k(T_c) = r_c σφ gives the Arrhenius relation

φ = ν exp(−E/k_BT_c)/(σ r_c),

and, on taking the logarithm,

T_c = E/[k_B ln(ν/(r_cσφ))].

This requires ν > r_cσφ. At fixed fluence r_c is constant, so differentiating ln φ = constant − E/(k_BT_c) gives

dT_c/d ln φ = k_BT_c²/E > 0.

**Numbers**

Take σ = 10 nm², E = 1.0 eV, ν = 10¹³ s⁻¹ and Φ = 10¹⁴ cm⁻². Since 10 nm² is 10⁻¹³ cm², x = 10. The estimate gives r_c ≈ 12.43; the full condition gives 12.40. At φ = 10¹² cm⁻² s⁻¹ the hit rate is g = 0.10 s⁻¹, so the critical healing rate is 12.40 × 0.10 = 1.24 s⁻¹. Then

ln(10¹³/1.24) = 29.72
k_BT_c = 1.0 eV/29.72 = 0.03365 eV, or T_c = 390 K.

At this temperature damage lives 0.81 s on average, while hits arrive 10 s apart. The next hit finds live damage with a chance of only 7.5%. Half the layer still becomes amorphous, because there are about ten hits and each success is permanent. Overlap need not win every round of the race.

For fluxes of 10¹¹, 10¹² and 10¹³ cm⁻² s⁻¹, T_c is 362, 390 and 423 K. The local slope at the middle flux is 2.303 × 0.03365 eV × 390 K/1.0 eV ≈ 30 K per decade. In this model, and at fixed fluence, a tenfold flux thus calls for a wafer about 30 K hotter to keep the same amorphous fraction.

Raising the fluence tenfold at the middle flux moves T_c to 425 K, close to the effect of a tenfold flux. The reason is that r_c ≈ x/ln 2 at large x, which makes the critical healing rate proportional to the product φΦ. Because r_c grows without bound, these kinetics set no ceiling on T_c as the fluence increases.

**What the Arrhenius law does and does not prove**

Two limits isolate the cause. With healing frozen out, r = 0 and the amorphous fraction is 1 − 11 exp(−10) = 0.9995 at all three fluxes. If every single hit makes stable amorphous material, the fraction is 1 − exp(−10) = 0.99995, again whatever the flux. Flux matters at fixed fluence when something is lost between hits.

Overlap itself is not essential. Let one hit make an amorphous zone that heals at the rate k. The amorphous fraction f then obeys f′ = (1 − f) − r f, so at long times f = 1/(1 + r), and half is reached at r = 1. Counted at the moment the beam stops, since such zones go on healing afterwards, the computed T_c is 360 K at the middle flux and 388 K at the high flux, and the slope is again 1.0 eV. An Arrhenius plot therefore cannot show that cascades had to overlap.

The reason is a scaling argument. If all thermal rates carry the same Boltzmann factor and have constant prefactors, the final state depends on x and on the ratios of those rates to g. Fixing the final state at fixed fluence fixes k/g, and φ must follow exp(−E/k_BT_c). The order of the loss does not matter: damage removed in pairs, at a rate proportional to the square of its fraction, gave 434 and 475 K at the middle and high flux, with the same slope of 1.0 eV.

With several barriers, multiplying every thermal rate kᵢ by a common factor multiplies the critical flux φ_c by that factor. Define wᵢ = ∂ln φ_c/∂ln kᵢ. Differentiating with respect to the logarithm of the common factor gives Σwᵢ = 1. Since ln kᵢ falls by Eᵢ per unit of 1/k_BT, the apparent barrier is

E_app = Σ wᵢEᵢ.

For two equally likely kinds of damage with barriers of 0.9 and 1.1 eV, the weights at 390 K are 0.004 and 0.996, and the slope is 1.10 eV. The long-lived damage is the kind that survives to be hit again, so it sets the slope.

A different case arises if amorphous material itself returns to crystal at a rate k_a. In the steady state, with amorphous fraction a,

g p₁ = k_a a and g p₀ = (k + g)p₁.

Half amorphous means p₀ + p₁ = a. Substituting p₁ = k_a a/g and p₀ = (k + g)k_a a/g² gives

g² = 2g k_a + k k_a.

Differentiating at fixed k_a gives (2g − 2k_a)dg = k_a dk, so the weight of the damage barrier is

w = k k_a/(2g² − 2g k_a) = k/[2(g + k)],

where the last step replaces g² by the condition above. For k ≫ g the weight tends to 1/2, and the slope to the mean of the two barriers. With 1.0 eV for damage, 1.4 eV for amorphous material and equal prefactors, T_c at the middle flux tends to 432 K at unlimited fluence and the slope to 1.20 eV, a barrier that belongs to neither process. Getting there takes about a thousand hits per point. At the ten hits used elsewhere, amorphous material has hardly begun to heal: T_c is still 390 K and the slope 1.00 eV.

**Beside a real implant**

The parameters are round values, not a fit to data. An area of 10 nm² makes a cold layer half amorphous at 1.7 × 10¹³ cm⁻², which suits heavy ions in silicon. A rough estimate from nuclear stopping and a critical deposit near 12 eV per atom puts the cold threshold for 100 keV silicon or phosphorus ions at 1 to 2 × 10¹⁴ cm⁻², about ten times higher, so the temperatures above should not be read as those of such implants. One assumption that fails in silicon is the single barrier, since its damage heals by several processes. A Gaussian spread of 0.05 eV, drawn afresh at each hit, raises the middle-flux T_c from 390 to 401 K and the slope to 1.05 eV. If 2% of hits on undamaged material amorphize it directly, T_c becomes 395 K. Above a direct share of ln 2/x = 6.9%, half the layer turns amorphous however fast the damage heals, and T_c ceases to exist. Planar regrowth of a thick amorphous layer, with rough silicon values, is negligible here at about 4 × 10⁻¹⁸ nm; that estimate does not cover small pockets or recrystallization driven by the beam.

Beam heating can also distort the measured slope. Ions of 100 keV at 10¹³ cm⁻² s⁻¹, on a stage with a thermal contact of 100 W m⁻² K⁻¹, heat the wafer by 16 K in the steady state; at 10¹¹ cm⁻² s⁻¹ the rise is 0.2 K. If every implant ran at its steady temperature, plotting stage temperature instead of wafer temperature would give a slope of 1.30 eV between the lowest and highest flux, 30% above the true barrier, on a curved plot (1.05 eV over the lower decade, 1.71 eV over the upper). The error is smaller here, because a silicon wafer about 0.78 mm thick on that contact warms with a time constant near 13 s, and the implant at the highest flux lasts only 10 s. Allowing for this lag brings the slope down to about 1.07 eV (1.09 eV for a 0.5 mm wafer, whose time constant is near 9 s). Longer implants at the same flux come closer to the steady case.

Scanning adds a second clock. Let the beam be on a point for one tenth of the time, at the same average flux of 10¹² cm⁻² s⁻¹. With a 1 ms period T_c stays at 390 K, because damage outlives many periods and responds to the average. With a 10 s period T_c is 422 K, almost the 423 K of a steady beam at 10¹³ cm⁻² s⁻¹. At 422 K damage lives about 0.09 s, much less than the 1 s pulse, so it responds to the flux within the pulse. In these two limits the flux that belongs in the Arrhenius relation is thus the one the damage experiences during its lifetime. Between them the period is a time scale of its own and the relation fails: at fixed period and duty, the slope against average flux near 10¹² cm⁻² s⁻¹ is about 0.5 eV for a 1 s period, 0.4 eV for 2 s and 0.9 eV for 10 s. The numerical output below lists the main values used here.

Computed values

```
cascade area: 10.0 nm2; healing barrier: 1.00 eV
healing prefactor: 1.0e+13 1/s; fluence: 1.0e+14 cm^-2
mean hits per point sigma*fluence: 10.000 (no unit)
least sigma*fluence for a critical temperature: 1.6783 (no unit)
critical ratio r_c: 12.3958; large-fluence estimate: 12.4270
slow root s at r_c: 0.06980 (no unit)
mean amorphizing fluence at r_c: 1.4396e+14 cm^-2
flux 1.0e+11 cm^-2 s^-1: Tc 362.40 K; amorphous fraction at 390.48 K: 0.0763
flux 1.0e+12 cm^-2 s^-1: Tc 390.48 K; amorphous fraction at 390.48 K: 0.5000
flux 1.0e+13 cm^-2 s^-1: Tc 423.27 K; amorphous fraction at 390.48 K: 0.9641
middle flux: hit rate 0.100 1/s, healing rate 1.2396 1/s
middle flux: hit interval 10.00 s, lifetime 0.8067 s
middle flux: implant time 100.0 s
chance that next hit finds live damage: 0.07465
Arrhenius energy from rate-equation roots: 1.00000 eV
local rise of Tc per decade of flux: 30.254 K
Tc at middle flux, ten times the fluence: 425.41 K
disc simulation, flux 1.000e+12 cm^-2 s^-1: 0.4837; formula 0.5000
disc simulation, flux 3.333e+11 cm^-2 s^-1: 0.2240; formula 0.2248
amorphous fraction without thermal loss, all fluxes: 0.999501
amorphous fraction if every hit amorphizes: 0.999955
healing single-hit zones: Tc 359.98 and 387.68 K (middle, high flux); slope 1.0000 eV
pairwise loss: Tc 434.35 and 475.32 K (middle, high flux); slope 1.0000 eV
two damage barriers: 0.90, 1.10 eV; at 390.0 K
  their weights: 0.0036, 0.9964
  slope: 1.0993 eV; weighted sum: 1.0993 eV
healing amorphous state: barrier 1.40 eV, Tc 431.92 K
  damage weight 0.4977; slope 1.2009 eV; formula 1.2009 eV
rough ion energy: 100 keV; thermal contact: 100 W m^-2 K^-1
beam heating at low, middle, high flux: 0.160, 1.602, 16.022 K
critical stage temperatures: 362.24, 388.87, 407.25 K
false slope from stage temperatures: 1.3006 eV
barrier spread 0.05 eV: middle-flux Tc 400.84 K, slope 1.0464 eV
direct amorphous share 0.020: middle-flux Tc 395.03 K
direct share above which Tc is lost: 0.06931
scanned beam, duty 0.10, period 0.001 s: Tc 390.48 K
scanned beam, duty 0.10, period 10.000 s: Tc 422.01 K
rough planar regrowth: barrier 2.7 eV, speed prefactor 3.0e+06 m/s
  regrown during implant at middle-flux Tc: 4.26e-18 nm
thermal energy at middle-flux Tc: 0.03365 eV
```
